# Morehead-Crowder amorphization dose from defect out-diffusion, and its high-temperature limit: a numerical check

```python
"""Critical amorphization dose when defects diffuse out of an ion-track core.

Result under test (Morehead-Crowder law, leading order in ell/R0):
    dose = dose0 * (1 - K * S**(-1/2) * exp(-U/(2*theta)))**(-2)
    dose0 = N*w/S,  K = y*lam*sqrt(pi*N*w),  y = erfinv(2*f - 1)
S: nuclear stopping power (eV/A); N: atomic density (1/A^3)
w: deposited energy per core atom (eV); U: migration energy (eV)
theta: k_B*T (eV); lam = 2*sqrt(D0*tau) (A); ell = lam*exp(-U/(2*theta))
f: threshold concentration / initial concentration; R0: initial radius (A)
The full cylindrical diffusion profile is used to test the law and to find
where it fails: the full dose has a simple pole at a lower temperature.
"""
import numpy as np
from scipy.constants import k, e
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erfinv, i0e

N, w, S, U, lam, f = 0.05, 10.0, 100.0, 0.2, 100.0, 0.9
kB = k / e
y = erfinv(2 * f - 1)
q_c = -np.log(1 - f)
K = y * lam * np.sqrt(np.pi * N * w)
nodes, weights = np.polynomial.legendre.leggauss(200)


def initial_radius(stopping):
    return np.sqrt(stopping / (np.pi * N * w))


def diffusion_length(theta):
    return lam * np.exp(-U / (2 * theta))


def concentration(r, radius, ell):
    """Heat-kernel integral over the initial disc, relative to C0."""
    low, high = max(0.0, r - 8 * ell), min(radius, r + 8 * ell)
    if low >= high:
        return 0.0
    s = 0.5 * (high - low) * nodes + 0.5 * (high + low)
    kernel = (2 * s / ell**2 * np.exp(-((r - s) / ell)**2)
              * i0e(2 * r * s / ell**2))
    return 0.5 * (high - low) * np.dot(weights, kernel)


def core_radius(radius, ell, threshold=f):
    """Radius at which the full profile crosses the threshold."""
    if concentration(0.0, radius, ell) <= threshold:
        return 0.0
    return brentq(lambda r: concentration(r, radius, ell) - threshold,
                  0.0, 1.5 * radius, xtol=1e-13, rtol=1e-13)


def full_dose(theta, stopping=S):
    r = core_radius(initial_radius(stopping), diffusion_length(theta))
    return 1 / (np.pi * r**2) if r > 0 else np.inf


def law_dose(theta, stopping=S):
    bracket = 1 - K / np.sqrt(stopping) * np.exp(-U / (2 * theta))
    return N * w / stopping / bracket**2


def finite_volume_core(eps, cells_per_radius=200, steps=2000):
    """Solve radial diffusion for R0 = 1; return core radius and C(0)."""
    n = 4 * cells_per_radius
    h = 1 / cells_per_radius
    faces = np.arange(n + 1) * h
    centres = faces[:-1] + h / 2
    left = faces[:-1] / (centres * h**2)
    right = faces[1:] / (centres * h**2)
    right[-1] = 0.0
    half = 0.5 * (eps**2 / 4) / steps
    band = np.zeros((3, n))
    band[0, 1:] = -half * right[:-1]
    band[1] = 1 + half * (left + right)
    band[2, :-1] = -half * left[1:]
    c = (centres < 1).astype(float)
    for _ in range(steps):
        rhs = c - half * (left + right) * c
        rhs[:-1] += half * right[:-1] * c[1:]
        rhs[1:] += half * left[1:] * c[:-1]
        c = solve_banded((1, 1), band, rhs)
    j = np.where(c >= f)[0][-1]
    radius = centres[j] + h * (c[j] - f) / (c[j] - c[j + 1])
    axis = (9 * c[0] - c[1]) / 8
    return radius, axis


R0 = initial_radius(S)
dose0 = N * w / S
print(f"density N = {N} 1/A^3; core energy w = {w} eV per atom")
print(f"stopping S = {S} eV/A; migration energy U = {U} eV")
print(f"length lam = {lam} A; threshold f = {f}")
print(f"initial radius R0 = {R0:.4f} A; low-T dose = {dose0:.5f} 1/A^2")
print(f"y = {y:.5f}; q_c = {q_c:.5f}; K = {K:.3f} (eV/A)^(1/2)")

# Direct solution of the diffusion equation against the kernel profile.
for eps in (diffusion_length(0.025) / R0, 0.6):
    r_fv, axis_fv = finite_volume_core(eps)
    r_kernel = core_radius(1.0, eps)
    assert abs(r_fv - r_kernel) < 1e-3
    assert abs(axis_fv - (1 - np.exp(-1 / eps**2))) < 2e-4
    print(f"ell/R0 = {eps:.4f}: R/R0 finite volume {r_fv:.4f}, "
          f"kernel {r_kernel:.4f}; C(0)/C0 = {axis_fv:.4f}")

# Edge displacement, its curvature correction, and the role of f > 1/2.
for eps in (0.1, 0.02):
    shrink = 1 - core_radius(1.0, eps)
    curvature = (shrink - y * eps) / eps**2
    print(f"ell/R0 = {eps}: shrinkage/ell = {shrink / eps:.5f}, "
          f"curvature coefficient = {curvature:.4f}")
assert abs(curvature - 0.25) < 0.01
r_low_threshold = core_radius(1.0, 0.05, threshold=0.4)
assert r_low_threshold > 1
print(f"f = 0.4, ell/R0 = 0.05: R/R0 = {r_low_threshold:.5f} (growth)")
lengths = np.linspace(0.02, 0.65, 40)
radii = np.array([core_radius(1.0, x) for x in lengths])
assert radii[0] < 1 and np.all(np.diff(radii) < 0)

# Low-temperature dose: activation energy, stopping dependence, error.
def relative_shrinkage(theta, stopping=S):
    return 1 - np.sqrt(N * w / stopping / full_dose(theta, stopping))


t1, t2 = 0.012, 0.014
slope = (np.log(relative_shrinkage(t2) / relative_shrinkage(t1))
         / (1 / t1 - 1 / t2))
assert abs(slope - U / 2) < 5e-4
print(f"activation energy of 1-sqrt(dose0/dose) = {slope:.4f} eV")
for stopping in (25.0, 100.0, 400.0):
    K_found = (relative_shrinkage(t1, stopping) * np.sqrt(stopping)
               * np.exp(U / (2 * t1)))
    assert abs(K_found / K - 1) < 3e-3
    print(f"S = {stopping:.0f} eV/A: K from full profile = "
          f"{K_found:.3f} (eV/A)^(1/2)")
eps = diffusion_length(0.015) / R0
excess = (full_dose(0.015) / law_dose(0.015) - 1) / eps**2
assert abs(excess - 0.5) < 0.03
print(f"relative dose excess/(ell/R0)^2 at 0.015 eV = {excess:.4f}")

# Limiting temperatures, found from the axis concentration itself.
for stopping in (25.0, 100.0, 400.0):
    radius = initial_radius(stopping)
    found = brentq(lambda t: concentration(0.0, radius,
                                           diffusion_length(t)) - f,
                   0.01, 0.2, xtol=1e-14)
    formula = U / np.log(q_c * lam**2 / radius**2)
    assert abs(found / formula - 1) < 1e-9
    print(f"S = {stopping:.0f} eV/A: full limit theta = {found:.5f} eV"
          f" = {found / kB:.1f} K")
theta_full = U / np.log(q_c * lam**2 / R0**2)
theta_law = U / (2 * np.log(y * lam / R0))
assert theta_full < theta_law
print(f"S = {S:.0f} eV/A: law limit theta = {theta_law:.5f} eV"
      f" = {theta_law / kB:.1f} K")


def pole_exponent(dose, limit):
    ratio = dose(limit * (1 - 1e-5)) / dose(limit * (1 - 1e-4))
    return np.log(ratio) / np.log(10)


order_full = pole_exponent(full_dose, theta_full)
order_law = pole_exponent(law_dose, theta_law)
gap = 1e-5 * theta_full
amplitude = full_dose(theta_full - gap) * gap
predicted = dose0 * q_c * theta_full**2 / U
assert abs(order_full - 1) < 5e-3 and abs(order_law - 2) < 5e-3
assert abs(amplitude / predicted - 1) < 2e-3
print(f"pole order: full {order_full:.4f}, law {order_law:.4f}")
print(f"full pole amplitude: found {amplitude:.4e}, "
      f"formula {predicted:.4e} eV/A^2")

# Random discs on a periodic square test the meaning of the critical dose.
rng = np.random.default_rng(7)
core = core_radius(R0, diffusion_length(0.025))
side = 60 * core
for multiple in (1.0, np.log(10)):
    count = round(multiple * full_dose(0.025) * side**2)
    covered = []
    for _ in range(20):
        impacts = rng.random((count, 2)) * side
        points = rng.random((1500, 2)) * side
        dx = np.abs(points[:, None, 0] - impacts[None, :, 0])
        dy = np.abs(points[:, None, 1] - impacts[None, :, 1])
        dx = np.minimum(dx, side - dx)
        dy = np.minimum(dy, side - dy)
        covered.append(np.mean(np.any(dx**2 + dy**2 < core**2, axis=1)))
    fraction = np.mean(covered)
    expected = 1 - np.exp(-multiple)
    assert abs(fraction - expected) < 0.015  # sampling error allowance
    print(f"dose/critical dose = {multiple:.4f}: amorphous fraction "
          f"{fraction:.4f}, Poisson {expected:.4f}")

print("theta(eV) ell/R0  R_law(A) R_full(A) dose_law dose_full(1/A^2)")
for theta in (0.010, 0.015, 0.020, 0.025, 0.030, 0.033, 0.037):
    ell = diffusion_length(theta)
    print(f"{theta:.3f}    {ell / R0:.5f}  {R0 - y * ell:.4f}   "
          f"{core_radius(R0, ell):.4f}   {law_dose(theta):.6f} "
          f"{full_dose(theta):.6f}")
print(f"theta = 0.025 eV is T = {0.025 / kB:.1f} K")
print(f"dose there: law {law_dose(0.025) * 1e16:.3e}, "
      f"full {full_dose(0.025) * 1e16:.3e} 1/cm^2")
print("all tests passed")
```

It prints:

```
density N = 0.05 1/A^3; core energy w = 10.0 eV per atom
stopping S = 100.0 eV/A; migration energy U = 0.2 eV
length lam = 100.0 A; threshold f = 0.9
initial radius R0 = 7.9788 A; low-T dose = 0.00500 1/A^2
y = 0.90619; q_c = 2.30259; K = 113.575 (eV/A)^(1/2)
ell/R0 = 0.2296: R/R0 finite volume 0.7770, kernel 0.7770; C(0)/C0 = 1.0000
ell/R0 = 0.6000: R/R0 finite volume 0.2757, kernel 0.2757; C(0)/C0 = 0.9378
ell/R0 = 0.1: shrinkage/ell = 0.93246, curvature coefficient = 0.2627
ell/R0 = 0.02: shrinkage/ell = 0.91124, curvature coefficient = 0.2523
f = 0.4, ell/R0 = 0.05: R/R0 = 1.00833 (growth)
activation energy of 1-sqrt(dose0/dose) = 0.1002 eV
S = 25 eV/A: K from full profile = 113.764 (eV/A)^(1/2)
S = 100 eV/A: K from full profile = 113.669 (eV/A)^(1/2)
S = 400 eV/A: K from full profile = 113.622 (eV/A)^(1/2)
relative dose excess/(ell/R0)^2 at 0.015 eV = 0.5111
S = 25 eV/A: full limit theta = 0.02748 eV = 318.9 K
S = 100 eV/A: full limit theta = 0.03395 eV = 394.0 K
S = 400 eV/A: full limit theta = 0.04440 eV = 515.2 K
S = 100 eV/A: law limit theta = 0.04115 eV = 477.6 K
pole order: full 0.9999, law 2.0000
full pole amplitude: found 6.6355e-05, formula 6.6354e-05 eV/A^2
dose/critical dose = 1.0000: amorphous fraction 0.6336, Poisson 0.6321
dose/critical dose = 2.3026: amorphous fraction 0.9021, Poisson 0.9000
theta(eV) ell/R0  R_law(A) R_full(A) dose_law dose_full(1/A^2)
0.010    0.00057  7.9747   7.9747   0.005005 0.005005
0.015    0.01595  7.8635   7.8630   0.005148 0.005148
0.020    0.08445  7.3683   7.3534   0.005863 0.005887
0.025    0.22955  6.3191   6.1995   0.007972 0.008282
0.030    0.44711  4.7461   4.1875   0.014131 0.018152
0.033    0.60536  3.6018   2.0987   0.024536 0.072272
0.037    0.84002  1.9052   0.0000   0.087697 inf
theta = 0.025 eV is T = 290.1 K
dose there: law 7.972e+13, full 8.282e+13 1/cm^2
all tests passed
```
